# Detailed balance between phonon-assisted absorption and luminescence in indirect semiconductors, part 2

In an indirect semiconductor, phonons take part in absorption and luminescence. Two relations are to be derived:

$$\alpha_\downarrow=\alpha_\uparrow\,e^{-(E-\Delta\mu)/kT}, \tag{2}$$

$$r(E)=\frac{n_r^2E^2}{\pi^2\hbar^3c^2}\,\frac{\alpha(E)}{e^{(E-\Delta\mu)/kT}-1}. \tag{3}$$

The first derivation counted phonons and free carriers. The second, given here, weighs whole crystal states.

Photons have energy $E$, phonons $\hbar\Omega$. Conduction and valence electrons have quasi-Fermi levels $F_n$ and $F_p$, with $\Delta\mu=F_n-F_p$. A mode of $N$ photons, removed by $a$, loses them at rate $NG_\uparrow$ and gains them at $(N+1)G_\downarrow$. With group velocity $v_g$, $\alpha_\uparrow=G_\uparrow/v_g$, $\alpha_\downarrow=G_\downarrow/v_g$ and $\alpha=\alpha_\uparrow-\alpha_\downarrow$. The internal spontaneous emission rate per volume, time and photon energy is $r=\Phi\alpha_\downarrow$, where $\Phi=n_r^2E^2/(\pi^2\hbar^3c^2)$, $n_r$ is the refractive index and $c$ the speed of light.

The label $\tau=+1$ marks phonon-absorbing absorption and its phonon-emitting reverse; $\tau=-1$ marks the opposite pair. Levels $v$ and $c$ satisfy $E_c-E_v=E+\tau\hbar\Omega$. For $\tau=+1$ and $n$ phonons, the first derivation found, through intermediate levels $m$,

$$\mathcal A_\uparrow=\sqrt{Nn}\,M,\qquad M=\sum_m\left[\frac{g_{cm}d_{mv}}{E_v+E-E_m}+\frac{d_{cm}g_{mv}}{E_v+\hbar\Omega-E_m}\right]. \tag{4}$$

Here $d$ is the photon coupling and $g$ the phonon coupling in $H_{\rm ph}$. Phonon numbers have probabilities $p_n=(1-x)x^n$, $x=e^{-\hbar\Omega/kT}$, so

$$\bar n=\frac{x}{1-x}=\frac{1}{e^{\hbar\Omega/kT}-1},\qquad \bar n+1=\frac{1}{1-x},\qquad \frac{\bar n+1}{\bar n}=e^{\hbar\Omega/kT}. \tag{6}$$

The downward-to-upward Fermi ratio is $e^{-(E+\tau\hbar\Omega-\Delta\mu)/kT}$. The Bose factors are $\beta_+=\bar n$, $\beta_-=\bar n+1$ upward and $\gamma_+=\bar n+1$, $\gamma_-=\bar n$ downward. For parabolic bands with gap $E_g$ at low injection (both bands non-degenerate), $\alpha_{\uparrow,\tau}=A\beta_\tau W_\tau^2$, with $W_\tau=E-E_g+\tau\hbar\Omega\ge0$ and $A$ constant within a phonon branch.

The silicon-like example has $T=300$ K, $kT=25.85$ meV, $E_g=1.12$ eV, $n_r=3.5$ and $\Delta\mu=0.70$ eV. Its phonons are optical (58 meV) and acoustic (18 meV, one tenth of the optical $A$). Total absorption of 10 cm⁻¹ at 1.17 eV fixes the optical $A=4883$ cm⁻¹ eV⁻².

In the final list, “wrong pairing” means matching phonon-emitting luminescence with phonon-emitting absorption.

### The ratio from state probabilities

Let $H_m$ be the Hamiltonian of all electrons and phonons, without the photons. It may contain Coulomb forces and electron–phonon scattering within the bands. It is assumed to conserve separately the number of electrons in all conduction bands, $\mathcal N_c$, and in all valence bands, $\mathcal N_v$. Its eigenstates $|s\rangle$ have energy $\mathcal E_s$ and electron numbers $C_s$ and $V_s$.

Injection maintains the two populations, and each is thermalised with the lattice before it recombines appreciably. The probability of a state is then

$$P_s=\frac1Z\exp\left[-\frac{\mathcal E_s-F_nC_s-F_pV_s}{kT}\right]. \tag{12}$$

This distribution is stationary under $H_m$ because $H_m$ conserves both numbers.

The interband coupling to one photon mode is $aJ^\dagger+a^\dagger J$. The operator $J^\dagger$ moves one electron from the valence to the conduction bands. Treating this coupling at lowest order, the golden rule gives

$$G_\uparrow=\frac{2\pi}{\hbar}\sum_{s,t}P_s\,|\langle t|J^\dagger|s\rangle|^2\,\delta(\mathcal E_t-\mathcal E_s-E),$$

$$G_\downarrow=\frac{2\pi}{\hbar}\sum_{s,t}P_t\,|\langle s|J|t\rangle|^2\,\delta(\mathcal E_t-\mathcal E_s-E).$$

The matrix elements are complex conjugates of each other, so their squared magnitudes are equal. Every contributing pair has $C_t=C_s+1$, $V_t=V_s-1$ and $\mathcal E_t=\mathcal E_s+E$. From equation (12),

$$\frac{P_t}{P_s}=\exp\left[-\frac{E-F_n+F_p}{kT}\right]=e^{-(E-\Delta\mu)/kT}. \tag{13}$$

This factor is common to all pairs. Hence $G_\downarrow=G_\uparrow e^{-(E-\Delta\mu)/kT}$, which is equation (2) again.

The phonon energy does not need to be cancelled here, because it never appears on its own. The energy $\mathcal E_t-\mathcal E_s$ already includes the lattice, and the only energy that leaves the crystal is that of the photon.

Two kinds of optical process were left out of $J$. Free-carrier absorption moves electrons within a band and leaves $C$ and $V$ unchanged. The same argument gives it the ratio $e^{-E/kT}$, without $\Delta\mu$. It must therefore be removed from a measured absorption coefficient before equation (3) is applied with $\Delta\mu$. The coupling also has an antiresonant part, in which a photon is absorbed while an electron falls to the valence band. Its ratio would be $e^{-(E+\Delta\mu)/kT}$. That process must deliver the photon energy and the recombination energy together to the remaining carriers and phonons, and it is neglected.

### Where the phonon-assisted amplitude is hidden

The operator $J^\dagger$ contains no phonon operator. Phonon-assisted transitions enter through the eigenstates of $H_m$, in which electron–phonon scattering mixes phonon numbers. Let $|s_0\rangle$, $|t_0\rangle$ and $|l\rangle$ be states without this scattering. To first order in $H_{\rm ph}$,

$$|s\rangle=|s_0\rangle+\sum_l|l\rangle\frac{\langle l|H_{\rm ph}|s_0\rangle}{\mathcal E_s-\mathcal E_l},$$

and similarly for $|t\rangle$. If there is no direct transition between $s_0$ and $t_0$, the leading matrix element is

$$\langle t|J^\dagger|s\rangle=\sum_l\left[\frac{\langle t_0|H_{\rm ph}|l\rangle\langle l|J^\dagger|s_0\rangle}{\mathcal E_t-\mathcal E_l}+\frac{\langle t_0|J^\dagger|l\rangle\langle l|H_{\rm ph}|s_0\rangle}{\mathcal E_s-\mathcal E_l}\right]. \tag{14}$$

In the first term the photon acts before the phonon, and $\mathcal E_t=\mathcal E_s+E$. For an electron passing through an empty level $m$ with $\tau=+1$, the denominator becomes $E_v+E-E_m$. In the second term it is $E_v+\hbar\Omega-E_m$. These are the two denominators of equation (4). At this order the second derivation contains the first amplitude, restricted to paths in which the photon carries the electron across the gap and the phonon scatters it among the conduction bands or among the valence bands.

The partnership of channels can also be read off. If $s_0$ has $n$ phonons and $t_0$ has $n-1$, the upward transition absorbs a phonon and its reverse emits one. The phonon part of $P_t/P_s$ is $p_{n-1}/p_n=e^{\hbar\Omega/kT}$, and both directions carry the squared matrix element $n$. Summing the downward process over $n$ gives

$$\sum_{n\ge1}p_{n-1}n=\sum_{j\ge0}p_j(j+1)=\bar n+1 .$$

The same sum, written with $p_{n-1}=e^{\hbar\Omega/kT}p_n$, is

$$e^{\hbar\Omega/kT}\sum_{n\ge1}p_nn=e^{\hbar\Omega/kT}\,\bar n .$$

The Bose ratio in equation (6) is thus the phonon part of the general probability ratio (13).

### The emission law from a balancing photon gas

For $E>\Delta\mu$, choose a photon number $N_*$ for which loss and gain in the mode are equal:

$$N_*G_\uparrow=(N_*+1)G_\downarrow .$$

It follows that $N_*/(N_*+1)=G_\downarrow/G_\uparrow=e^{-(E-\Delta\mu)/kT}$, and therefore

$$N_*=\frac{1}{e^{(E-\Delta\mu)/kT}-1}. \tag{15}$$

This is a photon gas with chemical potential $\Delta\mu$. The balance can also be written as $G_\downarrow=N_*(G_\uparrow-G_\downarrow)$. Spontaneous emission equals the net absorption that this gas would suffer. Since $G_\downarrow$ does not depend on which photons are actually present, the equality gives the emission of the crystal in any weak field. Division by $v_g$ and multiplication by $\Phi$ yields

$$r=\Phi\,\alpha\,N_* ,$$

which is equation (3). At $\Delta\mu=0$ the gas is black-body radiation. For $E<\Delta\mu$ no such gas exists, since $N_*$ would be negative. Where a channel is open, $\alpha$ is then negative too, and the algebraic identity still gives a positive $r$.

### What each derivation assumes

Both derivations of equation (2) use the golden rule for a weak photon coupling and a common temperature. Equation (3) also needs an isotropic optical response. The two derivations differ in three respects.

The first assumes free carriers and one phonon per transition. In return it gives the Bose factor and threshold of each channel. Its amplitude allows any lowest-order path, including one in which the phonon carries the electron across the gap.

The second allows Coulomb correlation and scattering by several phonons, provided that $H_m$ conserves $\mathcal N_c$ and $\mathcal N_v$ and that equation (12) describes the state. Excitons in thermal equilibrium with the carriers are thereby included. However, it gives no spectrum until the eigenstates are known. Once states of different phonon number are strongly mixed, it proves equation (2) for the whole spectrum but no longer assigns separate phonon channels.

The third difference appears when carriers at $T_c$ are hotter than a lattice at $T_L$. Equation (12) then has no single temperature to use. The first derivation still applies at lowest order: the Bose ratio contains $T_L$ and the Fermi ratio contains $T_c$. Their product is

$$\frac{\alpha_{\downarrow,\tau}}{\alpha_{\uparrow,\tau}}=e^{-(E-\Delta\mu)/kT_c}\exp\left[\frac{\tau\hbar\Omega}{k}\left(\frac1{T_L}-\frac1{T_c}\right)\right]. \tag{16}$$

The second factor depends on the channel, so no common relation remains. For the 58 meV phonon, $T_L=300$ K and $T_c=310$ K, phonon-emitting luminescence is 7.5 % stronger than equation (2) predicts at $T_c$ from its partner's $\alpha_\uparrow$.

### Luminescence line and total rate

At low injection the product of electron and hole occupations is $e^{-(E_g+W_\tau-\Delta\mu)/kT}$. With the same state densities as in absorption,

$$r_\tau=\Phi(E)\,A\,\gamma_\tau W_\tau^2\,e^{-(E_g+W_\tau-\Delta\mu)/kT}. \tag{17}$$

Let $E_0=E_g-\tau\hbar\Omega$ be the threshold, so that $E=E_0+W$. Since $\Phi\propto E^2$, setting the logarithmic derivative to zero gives

$$\frac{2}{E_0+W}+\frac2W=\frac1{kT}.$$

Multiplication by $kT\,W(E_0+W)$ leads to

$$W^2+(E_0-4kT)W-2kTE_0=0 .$$

For phonon-emitting luminescence with the optical phonon, $E_0=1.062$ eV. The positive root is $W=0.054$ eV, and the line peaks at 1.116 eV. The complete spectrum peaks slightly higher, at 1.126 eV or 1101 nm. At 1.116 eV the acoustic phonon-emitting line, which starts at 1.102 eV, is still rising, and the two phonon-absorbing lines are closed. The sum therefore still has a positive slope there.

To integrate equation (17), write $\Phi=\varphi E^2$ and use $\int_0^\infty W^je^{-W/kT}dW=j!\,(kT)^{j+1}$. Expanding $(E_0+W)^2W^2$ gives

$$R_\tau=\varphi A\gamma_\tau e^{(\Delta\mu-E_g)/kT}\left[2E_0^2(kT)^3+12E_0(kT)^4+24(kT)^5\right]. \tag{18}$$

With both band masses equal to 1.1 free-electron masses and equal electron and hole densities, $\Delta\mu=0.70$ eV corresponds to $8.59\times10^{15}$ cm⁻³ of each. The total over all channels is $1.49\times10^{17}$ cm⁻³ s⁻¹, of which 84 % is phonon-emitting luminescence. The radiative coefficient is

$$B=\frac{1.486\times10^{17}}{(8.586\times10^{15})^2}=2.0\times10^{-15}\ \text{cm}^3\,\text{s}^{-1}.$$

The total was tested in two ways: by summing downward transitions over electron and hole energies, and by integrating equation (3) over the net absorption. The ratio of the two results was 1.0000000.

### Gain below the gap

Equation (2) gives $\alpha=\alpha_\uparrow[1-e^{-(E-\Delta\mu)/kT}]$. Every open channel changes sign at $E=\Delta\mu$. Phonon-emitting luminescence begins at $E_g-\hbar\Omega$, so interband gain requires only $\Delta\mu>E_g-\hbar\Omega$ for the largest participating phonon energy. It can occur with $\Delta\mu<E_g$. In the example with $\Delta\mu=1.10$ eV, the net interband coefficient was tested to be negative at 1.095 eV and positive at 1.105 eV.

This is not yet gain of the material. At $\Delta\mu=1.15$ eV the model density is $3.4\times10^{19}$ cm⁻³ and the largest interband gain is 1.7 cm⁻¹. With a rough free-carrier cross-section of $5\times10^{-18}$ cm² per electron–hole pair, free-carrier absorption is about 170 cm⁻¹. Under these conditions the model has no net gain. The gap is held fixed here, although carrier interactions narrow it at such a density.

### The example beside real silicon

The gap, phonon energies, index and absorption scale are rough values for silicon near room temperature, and $\Delta\mu=0.70$ eV is close to the open-circuit voltage of a very good silicon solar cell multiplied by the electron charge. The radiative coefficient of real silicon is roughly $5\times10^{-15}$ cm³ s⁻¹, so the model is low by a factor of about two to three. Part of this comes from the assumed masses. At fixed $\Delta\mu$, $B$ varies as $1/n_i^2$, where $n_i$ is the intrinsic density. The model has $n_i=1.13\times10^{10}$ cm⁻³ against roughly $0.97\times10^{10}$ cm⁻³ in silicon, a factor of about 1.4 in $B$. The model luminescence peak at 1.126 eV also lies above that of real silicon, which is near 1.10 eV. Its position depends on the assumed acoustic strength: it is 1.116 eV without the acoustic branch and 1.133 eV with one fifth of the optical strength. A likely contribution, not established here, is the neglect of electron–hole attraction in the line shape. The exciton binding energy is roughly 15 meV, or $0.58\,kT$. Lowering the optical-phonon threshold by this amount, with $A$ held fixed, would raise its phonon-absorbing absorption at 1.12 eV by $(73/58)^2-1=58\,\%$ relative to the free-carrier value. Refitting $A$ to the absorption at 1.17 eV offsets much of this rise. With all four thresholds lowered by 15 meV, $A$ falls to 0.69 of its value, the rise shrinks to 9 %, $B$ grows by about 20 %, and the peak moves to 1.111 eV. The estimate is a measure of sensitivity, not a calculation of the exciton spectrum. By the second derivation, correlation changes $\alpha$ and $r$ together and leaves equation (3) valid.

Two further effects matter when equation (3) is compared with a measurement. Free-carrier absorption is 0.043 cm⁻¹ at $\Delta\mu=0.70$ eV, against 2.62 cm⁻¹ of interband absorption at the luminescence peak. Including it by mistake would raise the inferred $r$ there by 1.6 %. One pass through a 0.02 cm wafer has an absorption exponent of 0.052. Light trapped for many passes is absorbed more strongly, so the external spectrum can differ from the internal $r(E)$. Heating to 350 K moves the model peak to 1.136 eV if the gap is held fixed. With a rough gap slope of −0.27 meV/K it lies at 1.122 eV. For these parameters the thermal shift of the band edge slightly outweighs the broader carrier distribution. The sign is not general: with the acoustic strength at one fifth of the optical one, the peak moves up by about 10 meV instead. One can also estimate how $|M|^2$ varies from the threshold of the optical phonon-emitting line to $6kT$ above it. For a path that absorbs the photon first, the denominator is the photon energy minus the direct gap at the hole's crystal momentum. If that gap is taken as a constant 3.4 eV, the denominator raises $|M|^2$ by 15 %. With a constant momentum matrix element, the squared photon coupling varies as $1/E$ and lowers it by 13 %. For this path the two changes nearly cancel.

## Computed values

```
Fock-space spread of reduced strengths: 5.1e-14
counted / formula photon mode flux: 0.9979
inputs: T = 300 K, kT = 25.85 meV, gap = 1.12 eV, index = 3.5
phonons: optical 58 meV, acoustic 18 meV
acoustic/optical strength: 0.10; band masses: 1.1 m_e
calibration: 10 cm^-1 at 1.17 eV; dmu = 0.70 eV
optical strength A: 4883 cm^-1 eV^-2
acoustic strength A: 488 cm^-1 eV^-2
optical phonon at 300 K: n = 1.187e-01, (n+1)/n = 9.427
optical phonon at 77 K: n = 1.599e-04, (n+1)/n = 6255
acoustic phonon at 300 K: n = 0.9938
channels at E = 1.20 eV (alpha_up cm^-1; r cm^-3 s^-1 eV^-1; down/up):
  optical, tau=+1: 11.0347; 3.0661e+17; 3.9845e-09
  optical, tau=-1: 2.6429; 7.3435e+16; 3.9845e-09
  acoustic, tau=+1: 4.6600; 1.2948e+17; 3.9845e-09
  acoustic, tau=-1: 3.7417; 1.0397e+17; 3.9845e-09
exp(-(E-dmu)/kT) at 1.20 eV: 3.9845e-09
Fermi ratio, optical tau=+1, at 1.20 eV: 4.2268e-10
wrong-pairing error factor at 1.20 eV: 4.18
at 1.12 eV, optical tau=+1 alpha_up: 1.949 cm^-1
at 1.12 eV, optical tau=-1 alpha_up: 0.000 cm^-1
at 1.12 eV, optical tau=+1 r: 1.041e+18 cm^-3 s^-1 eV^-1
optical phonon-emitting line: threshold 1.062 eV, peak 1.1162 eV
total luminescence peak: 1.1257 eV = 1101 nm
carrier density n = p: 8.586e+15 cm^-3; intrinsic: 1.13e+10 cm^-3
total internal emission: 1.486e+17 cm^-3 s^-1
pair integral / absorption integral: 1.0000000
radiative coefficient B: 2.02e-15 cm^3/s
phonon-emitting share of luminescence: 83.8 %
hot carriers 310 K, lattice 300 K: optical tau=+1 error 7.5 %
degeneracy correction to density: 0.010 %
exciton binding 15 meV (rough): binding/kT = 0.58
threshold-shift estimate at 1.12 eV: 58 % in optical alpha_up
kernel window: 1.062 to 1.217 eV; direct gap 3.4 eV (rough)
  denominator factor: 1.147
  1/E coupling factor: 0.873
gap slope (rough): -0.27 meV/K
peak at 350 K: fixed gap 1.1356 eV, shifted gap 1.1221 eV
alpha at luminescence peak: 2.62 cm^-1; over 0.02 cm: 0.052
free-carrier cross-section (rough): 5e-18 cm^2 per pair
free-carrier absorption at dmu = 0.70 eV: 0.043 cm^-1
at dmu = 1.15 eV: density 3.43e+19 cm^-3, peak interband gain 1.68 cm^-1
  free-carrier absorption there: 171 cm^-1
sub-gap sign change tested at dmu = 1.10 eV
```
